# Hidden Spin Texture in Centrosymmetric Crystals and Its Decay with Interlayer Hopping

A nonmagnetic crystal with an inversion centre has doubly degenerate bands, and the spin summed over each degenerate pair is zero. It does not follow that the crystal has no spin texture. If inversion exchanges two layers that individually lack an inversion centre, each layer can carry a spin polarization at a given wave vector, opposite to that of its partner. In a bilayer with Rashba constants $\pm\alpha$ and interlayer hopping $t$, its magnitude is

$$p(k,t)=\frac{\alpha k}{\sqrt{\alpha^2k^2+t^2}} .$$

At fixed $k>0$ it decays algebraically, as $\alpha k/t$ for large $t$. At the band minimum it vanishes at the finite hopping $t_c=m\alpha^2/\hbar^2$.

## The counter-example: two opposed Rashba layers

Let the Pauli matrices $\tau_i$ act on the layer, with $\tau_z=+1$ for the top and $-1$ for the bottom, and let $\sigma_i$ act on spin. Each layer has one spin-degenerate orbital. For in-plane wave vector $\mathbf k=(k_x,k_y)$ take

$$H(\mathbf k)=\frac{\hbar^2k^2}{2m}+\alpha\,\tau_z(k_y\sigma_x-k_x\sigma_y)+t\,\tau_x,\qquad \alpha,t>0 .$$

Inversion exchanges the layers, reverses $\mathbf k$ and leaves spin alone, so it acts as $\tau_x$. The Rashba term changes sign twice, once through $\tau_z$ and once through $\mathbf k$, so it is invariant. Time reversal reverses $\mathbf k$ and $\boldsymbol\sigma$, and again the two signs cancel. The model is therefore centrosymmetric and nonmagnetic.

For $k>0$ define the helicity

$$s=\hat{\mathbf n}\cdot\boldsymbol\sigma,\qquad \hat{\mathbf n}=(k_y,-k_x,0)/k .$$

Since $\hat{\mathbf n}$ is a unit vector, $s^2=1$. The Hamiltonian becomes $\hbar^2k^2/2m+\alpha k\,\tau_zs+t\tau_x$, which commutes with $s$. For each value $s=\pm1$ there remains a layer matrix

$$h_s=s\alpha k\,\tau_z+t\,\tau_x=\begin{pmatrix}s\alpha k&t\\t&-s\alpha k\end{pmatrix}.$$

Because $\tau_z$ and $\tau_x$ anticommute, $h_s^2=\alpha^2k^2+t^2\equiv\Lambda^2$. The matrix is traceless, so its eigenvalues are $\pm\Lambda$ for either $s$. The bands are

$$E_\pm(k)=\frac{\hbar^2k^2}{2m}\pm\Lambda,$$

each doubly degenerate. In the lower doublet, the state of helicity $s$ has the layer projector

$$\Pi_s=\frac12\left(1-\frac{s\alpha k\,\tau_z+t\,\tau_x}{\Lambda}\right).$$

Its diagonal elements are the layer weights:

$$w_s^{\rm top}=\frac12\left(1-\frac{s\alpha k}{\Lambda}\right),\qquad
w_s^{\rm bottom}=\frac12\left(1+\frac{s\alpha k}{\Lambda}\right).$$

Summed over $s$, either layer has weight one. The top-layer helicity, in units of $\hbar/2$, is

$$w_+^{\rm top}-w_-^{\rm top}=-\frac{\alpha k}{\Lambda}=-p,$$

and the bottom-layer helicity is $+p$. Spin components perpendicular to $\hat{\mathbf n}$ have no diagonal elements between states of definite $s$, so they drop out of the sum. The two layer spins are thus $-p\hat{\mathbf n}$ and $+p\hat{\mathbf n}$. In the upper doublet $\Lambda$ is replaced by $-\Lambda$ and both signs reverse.

### What belongs to the doublet and what does not

Any orthonormal combination of two degenerate states is an equally good basis, so the spin of one chosen eigenvector has no significance by itself. The sums above are traces with the doublet's projector and do not depend on that choice.

The out-of-plane spin illustrates the difference. The operator $\sigma_z$ anticommutes with $s$, so within the doublet it connects only $s=+1$ with $s=-1$. Its matrix element has the magnitude of the overlap of the two layer states. Their projectors give

$$\mathrm{Tr}(\Pi_+\Pi_-)=\frac12\left(1+\frac{t^2-\alpha^2k^2}{\Lambda^2}\right)=\frac{t^2}{\Lambda^2}.$$

The projected $\sigma_z$ therefore has eigenvalues $\pm t/\Lambda$. Its eigenvectors mix the two helicities equally and have zero total in-plane spin along $\hat{\mathbf n}$, yet the layer sums remain $\mp p$. Moreover,

$$p^2+(t/\Lambda)^2=1 .$$

Hopping restores the out-of-plane spin response of the doublet as it removes the layer texture.

### Decay at fixed wave vector

For weak and strong hopping at fixed $k>0$,

$$p\simeq1-\frac{t^2}{2\alpha^2k^2}\quad(t\ll\alpha k),\qquad
p\simeq\frac{\alpha k}{t}\quad(t\gg\alpha k).$$

The first correction is quadratic because hopping connects layer states whose energies differ by $2\alpha k$. In the opposite limit the states are nearly even or odd combinations of the layers, and the Rashba term only slightly unbalances them. Setting $p=1/2$ gives $\alpha^2k^2+t^2=4\alpha^2k^2$, hence $t=\sqrt3\,\alpha k$.

Take $\alpha=0.20$ eV nm, $m=0.20\,m_e$, $k=0.50$ nm$^{-1}$ and $t=75$ meV. Then $\alpha k=100$ meV and

$$\Lambda=\sqrt{100^2+75^2}\ \text{meV}=125\ \text{meV},\qquad p=\frac{100}{125}=0.80 .$$

In the lower doublet the state with $s=-1$ is 90% in the top layer, and the state with $s=+1$ is 90% in the bottom layer. The projected $\sigma_z$ has eigenvalues $\pm0.60$. At this $k$ the polarization falls to one half at $t=173$ meV.

### Decay at the band minimum

The wave vector of the band minimum itself changes with hopping. Since $d\Lambda/dk=\alpha^2k/\Lambda$,

$$\frac{dE_-}{dk}=k\left(\frac{\hbar^2}{m}-\frac{\alpha^2}{\Lambda}\right).$$

The bracket vanishes at $\Lambda=t_c\equiv m\alpha^2/\hbar^2$. As $\Lambda\ge t$, this happens at nonzero $k$ when $t<t_c$. The bracket is negative inside that ring and positive outside it, so the ring is the minimum. Its radius and polarization are

$$k_0=\frac{\sqrt{t_c^2-t^2}}{\alpha},\qquad
p_{\rm edge}=\frac{\alpha k_0}{t_c}=\sqrt{1-\frac{t^2}{t_c^2}} .$$

For $t\ge t_c$ the minimum is at $k=0$, where $p=0$. Just below $t_c$, factoring $1-t^2/t_c^2$ gives $p_{\rm edge}\simeq\sqrt{2(1-t/t_c)}$.

With $\hbar^2/m=0.381$ eV nm$^2$, $t_c=0.20^2/0.381$ eV $=105$ meV. At $t=75$ meV the ring has radius $0.367$ nm$^{-1}$ and $p_{\rm edge}=0.70$. The two measures compare as follows, with $\alpha$ and $m$ held fixed:

| $t$ (meV) | $p$ at $k=0.50$ nm$^{-1}$ | $p_{\rm edge}$ |
|---:|---:|---:|
| 10 | 0.995 | 0.995 |
| 50 | 0.894 | 0.879 |
| 75 | 0.800 | 0.700 |
| 100 | 0.707 | 0.305 |
| 200 | 0.447 | 0 |
| 800 | 0.124 | 0 |

At 800 meV the asymptotic form gives $100/800=0.125$. The zeros in the last column belong to the point $k=0$; occupied states at nonzero $k$ remain polarized layer by layer.

## The general statement

Two statements hold beyond the Rashba example.

**Any number of orbitals.** In a nonmagnetic crystal with inversion $P$, the total spin of an isolated doublet vanishes. The spins projected on two sublattices exchanged by $P$ are opposite. A sublattice whose sites are themselves inversion centres has zero projected spin.

**One orbital doublet per layer.** If $P$ exchanges two such layers, the Hamiltonian at each $\mathbf k$ can be written

$$H=\varepsilon+a\tau_x+b\tau_y+\tau_z\,\mathbf g\cdot\boldsymbol\sigma,$$

with real coefficients. With $|t|^2=a^2+b^2$ and $D=\sqrt{|\mathbf g|^2+|t|^2}>0$, the top-layer spin is $-\mathbf g/D$ in the lower doublet and $+\mathbf g/D$ in the upper one.

### Proof for any number of orbitals

Let $\mathcal T$ be time reversal and $\Theta=P\mathcal T$. Each factor reverses $\mathbf k$, so $\Theta$ preserves it. For an electron $\mathcal T^2=-1$, while $P^2=1$ and $P$ commutes with $\mathcal T$; hence $\Theta^2=-1$. An antiunitary operator obeys $\langle\Theta u|\Theta v\rangle=\langle v|u\rangle$. With $u=\psi$ and $v=\Theta\psi$,

$$-\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle,$$

so $\psi$ and $\Theta\psi$ are orthogonal and have the same energy. This is the double degeneracy.

Let $\Pi$ project on the doublet and $Q_\ell$ on sublattice $\ell$. The doublet is mapped to itself, so $\Theta\Pi\Theta^{-1}=\Pi$. Inversion takes $\ell$ to its partner $\ell'$ without changing spin, and time reversal changes the sign of spin without moving the site. Thus

$$\Theta Q_\ell\sigma_i\Theta^{-1}=-Q_{\ell'}\sigma_i .$$

Antiunitary conjugation complex-conjugates a trace, but $\mathrm{Tr}(\Pi Q_\ell\sigma_i)$ is real because both $\Pi$ and $Q_\ell\sigma_i$ are Hermitian. Therefore

$$\mathrm{Tr}(\Pi Q_\ell\sigma_i)=-\mathrm{Tr}(\Pi Q_{\ell'}\sigma_i).$$

Summing over all sublattices gives zero total spin. If $\ell'=\ell$, the local spin equals its own negative and is zero. If $\ell'\ne\ell$, symmetry fixes the relative sign but does not demand a nonzero value; that depends on the Hamiltonian.

### Proof for two layers

Define the bottom orbital as the inversion image of the top one, and attach Bloch phases to the actual site positions measured from the inversion centre. Then $P$ acts as $\tau_x$ and $\Theta=\tau_x(i\sigma_y)K$, where $K$ is complex conjugation. Conjugation by $\Theta$ gives

$$\tau_x\to\tau_x,\qquad\tau_y\to\tau_y,\qquad\tau_z\to-\tau_z,\qquad\sigma_i\to-\sigma_i .$$

For $\tau_y$, the sign from $K$ cancels the sign from $\tau_x$. Of the 16 products of layer and spin matrices, those left unchanged are $1,\tau_x,\tau_y$ and the three $\tau_z\sigma_i$. This establishes the form of $H$. In this basis spin-dependent interlayer hopping, $\tau_x\sigma_i$ or $\tau_y\sigma_i$, is forbidden.

The five matrices other than $1$ square to one and anticommute with each other. All cross terms in the square of $M=H-\varepsilon$ cancel, leaving $M^2=D^2$. Since $\mathrm{Tr}M=0$, the eigenvalues $\pm D$ each occur twice. The projector on the lower pair is $\Pi=\frac12(1-M/D)$, and that on the top layer is $Q=\frac12(1+\tau_z)$. The only product with nonzero trace comes from $\tau_z\sigma_i$ multiplying itself, so

$$\mathrm{Tr}(\Pi Q\sigma_i)=-\frac{1}{4D}\sum_jg_j\,\mathrm{Tr}(\tau_z\sigma_i\tau_z\sigma_j)=-\frac{g_i}{D}.$$

The last trace is $4\delta_{ij}$. Replacing $D$ by $-D$ gives the upper doublet. $\square$

Inversion also requires $\tau_xH(\mathbf k)\tau_x=H(-\mathbf k)$, hence $\mathbf g(-\mathbf k)=-\mathbf g(\mathbf k)$. The layer texture is odd in $\mathbf k$, and its equilibrium vector sum is zero. There is texture in each layer but no net layer magnetization.

A Dresselhaus-like term of opposite sign in the two layers fits the same formula. With

$$\mathbf g=(\alpha k_y+\beta k_x,\,-\alpha k_x-\beta k_y,\,0),$$

$$|\mathbf g|^2=(\alpha^2+\beta^2)k^2+4\alpha\beta k_xk_y .$$

For $\alpha=\beta$ and $k_x=-k_y$ this is zero: the texture disappears along that line for any nonzero hopping, although the layers still lack inversion centres.

## How the hidden polarization becomes visible

Let a perpendicular field make the layer energies differ by $U>0$, adding $U\tau_z/2$ to the Rashba bilayer. Inversion is then broken. Helicity is still conserved, and $s\alpha k$ is replaced by $s\alpha k+U/2$. The lower doublet splits by

$$\delta=\sqrt{(\alpha k+U/2)^2+t^2}-\sqrt{(\alpha k-U/2)^2+t^2}.$$

To first order the roots are $\Lambda\pm\alpha kU/(2\Lambda)$, so $\delta\simeq pU$. Even powers of $U$ cancel. The initial slope of the splitting is therefore the hidden polarization. For an internal field of 0.10 MV/cm, or 0.010 V/nm, and a layer separation of 0.70 nm, $U=7.0$ meV and $\delta=0.80\times7.0=5.6$ meV. This field is the total one between the layers, after screening.

A surface-sensitive probe needs no such splitting. Suppose it conserves spin and detects the layers with amplitudes $1$ and $\sqrt w\,e^{i\phi}$. The intensity from helicity $s$ in the lower doublet is

$$I_s=\frac12\left[1+w-sp(1-w)-\frac{2t}{\Lambda}\sqrt w\cos\phi\right].$$

The three contributions are the detector's expectation values of $1$, $\tau_z$ and $\tau_x$. The apparent polarization is

$$\frac{I_+-I_-}{I_++I_-}=-\frac{p(1-w)}{1+w-2(t/\Lambda)\sqrt w\cos\phi}.$$

For an intensity escape depth of 0.50 nm, $w=e^{-0.70/0.50}=0.247$. Without interference the magnitude is $0.80\times0.753/1.247=0.48$. With interference it is 0.93 at $\phi=0$ and 0.33 at $\phi=\pi$. The first value exceeds $p$ because destructive interference lowers the summed intensity without changing the helicity difference. An apparent polarization is thus not a direct reading of $p$.

## The numbers beside a real bilayer

The example's parameters are round values chosen for illustration, with two BiTeI triple layers stacked with opposite polarity in mind; they are not fitted to that material. The hopping of 75 meV is a chosen value, not one derived for that contact, and the conclusion at the band edge depends on it: above 105 meV the model gives zero there. Raising $t$ by 10% at fixed $k$ lowers $p$ from 0.80 to 0.77. A substrate or unequal surfaces would break the assumed inversion symmetry and produce a splitting, as above.

The largest correction among those estimated here concerns the meaning of spin. Suppose the layer state is a Bi $p_z$ orbital, with $p_x,p_y$ higher by $\Delta=1.0$ eV and atomic coupling $\lambda\mathbf L\cdot\mathbf S$, $\lambda=1.2$ eV, again rough values. Then $p_z\uparrow$ mixes with the orbital of angular momentum $+1$ and spin down. That state lies at $\Delta-\lambda/2=0.40$ eV, and the matrix element is $v=\lambda/\sqrt2=0.85$ eV. The lower state has $p_z$ weight

$$\frac12\left(1+\frac{0.40}{\sqrt{0.40^2+4v^2}}\right)=0.61 .$$

In-plane spin operators connect the $p_z$ parts of the two partners, while their other parts have orthogonal orbitals. With these atomic states the true in-plane spin is 0.61 times the model's pseudospin, about 0.49 instead of 0.80. This estimate omits Te and I orbitals, keeps $\alpha$ and $t$ fixed, and neglects the further orbital mixing caused by the Rashba term itself, which can shift the layer spin by a few hundredths.

Other changes at $k=0.50$ nm$^{-1}$ are smaller for the values assumed:

- **Warping.** A term $\tau_z\sigma_z\,\eta(k_x^3-3k_xk_y^2)$ with $\eta=0.10$ eV nm$^3$ adds 12.5 meV to $g_z$ along $k_x$. The layer spin has magnitude 0.802 and in-plane part 0.796.
- **Lifetime.** A Lorentzian half width $\Gamma=25$ meV admits upper-doublet intensity at $E_-$ in the ratio $r=\Gamma^2/(4\Lambda^2+\Gamma^2)=0.0099$. The polarization becomes $p(1-r)/(1+r)=0.78$.
- **Further bilayers.** In a periodic stack with hopping $t'$ between bilayers, $t$ becomes $|t+t'e^{iq}|$, where $q$ is the phase per bilayer. For $t'=25$ meV, $p$ ranges from 0.71 to 0.89, with mean 0.79 over 24 equally spaced phases.

Temperature enters through the occupations $f_\pm$ of the two doublets: the top-layer helicity at $k$ is $-p(f_--f_+)$. Define the mean amplitude per electron as

$$A=\frac{\int k\,p\,(f_--f_+)\,dk}{\int k\,(f_-+f_+)\,dk}.$$

At a fixed density of $10^{13}$ cm$^{-2}$, numerical integration gives $A=0.77$ at 10 K and $0.82$ at 300 K. Upper-doublet occupation can only reduce $A$, so the rise comes from electrons in the lower doublet moving to larger $k$, where $p$ is larger. For this density and these band parameters, heating to 300 K therefore does not wash out the texture, while its vector sum in each layer remains zero. In the model $A$ peaks near 550 K, where the upper doublet holds about 1% of the electrons, and then falls as that share grows: it is 0.83 at 600 K, 0.81 at 1000 K and 0.72 at 2000 K, the last two above the temperatures such a crystal would survive. All these averages use the parabolic band without warping, and they reach well beyond $k=0.50$ nm$^{-1}$. The Fermi wave vector is 0.79 nm$^{-1}$, where $\eta k^3$ is already 50 meV, and the share of electrons beyond 1 nm$^{-1}$ is 11% at 300 K, 26% at 600 K and 38% at 1000 K. With the warping above, the lower band turns over along $k_x$ near 1.4 nm$^{-1}$, about 30 meV above the chemical potential, so the expansion in $k$ fails there. Keeping the warping and only states below 1.2 nm$^{-1}$ gives 0.77 at 10 K and 0.80 at 300 K; the values at higher temperature describe the parabolic model only.

Numerical values quoted here were computed with a short program.
